\section*{Stability Analysis for Open-Shell Self-Consistent Field Solutions}

\section{A converged solution 3.4 eV too high}

A self-consistent field calculation on triplet BH, at a bond length of 0.120 nm, converges to $-24.988416$ hartree. Its orbital gradient is zero to within $10^{-7}$ hartree per radian. The lowest orbitals of each spin are filled, and the smallest gap between filled and empty orbitals is 7.0 eV. Yet another solution with the same numbers of spin-up and spin-down electrons lies at $-25.111702$ hartree, lower by
\[
0.123286\ \text{hartree}=3.355\ \text{eV}.
\]
Neither convergence nor the gap gave a warning. The setting that does is usually called stability analysis: it computes the second derivative of the energy with respect to orbital rotations and, if a negative eigenvalue appears, the calculation can be restarted along its eigenvector. Some programs do this automatically, while others leave the restart to the user.

The method here is unrestricted Hartree--Fock (UHF) in the cc-pVDZ basis, which has 19 functions for BH. There are four spin-up and two spin-down electrons. BH is a small test case for calculations on open-shell boron hydride fragments, which can form from borane precursors. Its own ground state is a singlet, so the triplet studied here is an excited state. In the first solution the spin-up electrons fill two $\sigma$ orbitals and both $\pi$ orbitals, and the spin-down electrons fill two $\sigma$ orbitals. This is the $\Sigma^-$ occupation, obtained by fixing the number of electrons in each symmetry class.

\section{The variables}

Let $i,j$ denote occupied orbitals, $a,b$ virtual ones, $p,q,r,u$ any orbitals, and $s,t$ spins. All orbitals are real and orthonormal, and the electron numbers of each spin are fixed. Rotations among occupied orbitals leave the determinant unchanged up to a sign, so the variables are the occupied--virtual elements $\kappa_{ai}^s$. For each spin the new coefficients are
\[
C'=Ce^K,\qquad
K=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix},\qquad
K^2=\begin{pmatrix}-\kappa^T\kappa&0\\0&-\kappa\kappa^T\end{pmatrix}.
\]
Since $K$ is antisymmetric, $e^K$ is orthogonal and the orbitals stay orthonormal. For BH there are $15\times4+17\times2=94$ variables.

The occupied columns of $e^K=1+K+K^2/2+\dots$ are $1-\kappa^T\kappa/2$ in the occupied rows and $\kappa$ in the virtual rows, to second order. Multiplying these columns by their transpose gives the density matrix in the original orbitals,
\[
P'=\begin{pmatrix}1-\kappa^T\kappa&\kappa^T\\ \kappa&\kappa\kappa^T\end{pmatrix}+O(\kappa^3).
\]
The change $\delta=P'-P$ thus has a first-order part $\delta_1$, with elements $\kappa_{ai}$ at positions $ai$ and $ia$, and a second-order part $\delta_2$ in the diagonal blocks.

\section{Slope and curvature of the energy}

Write two-electron integrals as $(pq|ru)$, with $p,q$ belonging to one electron and $r,u$ to the other. The UHF energy is quadratic in the density matrices, so its expansion ends at second order in $\delta$:
\begin{equation}
E[P+\delta]=E[P]+\sum_s\mathrm{tr}(F^s\delta^s)
+\tfrac12\sum_s\mathrm{tr}(\delta^sG^s[\delta]),
\label{expand}
\end{equation}
where $F^s$ is the Fock matrix and
\[
G^s_{pq}[\delta]=\sum_{ru}\Big[(pq|ru)\sum_t\delta^t_{ru}-(pr|qu)\,\delta^s_{ru}\Big].
\]
The first-order energy comes from $\delta_1$ in the linear term. Each $\kappa_{ai}$ occurs twice, so
\[
E_1=2\sum_{s,ai}F^s_{ai}\kappa^s_{ai},\qquad g^s_{ai}=2F^s_{ai}.
\]
A solution is stationary when all $F_{ai}$ vanish.

Two terms are of second order. The linear term with $\delta_2$ gives
\[
\sum_s\sum_{ai,bj}\kappa^s_{ai}\,(\delta_{ij}F^s_{ab}-\delta_{ab}F^s_{ij})\,\kappa^s_{bj}.
\]
The minus sign comes from the normalization term $-\kappa^T\kappa$. In the quadratic term with $\delta_1$, the Coulomb part has four equal contributions, because $ai$ and $ia$ combine with $bj$ and $jb$. With the factor $\frac12$ it becomes $2\kappa^s_{ai}(ai|bj)\kappa^t_{bj}$, summed over all indices and both spins. For exchange the same four combinations give $(ab|ij)$, $(aj|ib)$, $(ib|aj)$ and $(ij|ab)$. For real orbitals these are two equal pairs, so the factor $-\frac12$ leaves $-[(ab|ij)+(aj|bi)]$, for equal spins. Setting the sum equal to $\frac12\kappa^TH\kappa$ gives
\begin{align}
H^{st}_{ai,bj}=2\big\{&\delta_{st}(\delta_{ij}F^s_{ab}-\delta_{ab}F^s_{ij})+2(ai|bj)\nonumber\\
&-\delta_{st}[(ab|ij)+(aj|bi)]\big\}.
\label{hess}
\end{align}

Let $v$ be a unit eigenvector of $H$ with eigenvalue $\lambda$. From a stationary solution,
\begin{equation}
E(\theta v)=E_0+\tfrac12\lambda\theta^2+O(\theta^3).
\label{mode}
\end{equation}
If $\lambda<0$, a small enough rotation of either sign lowers the energy. A still lower stationary solution must then exist. The determinants with fixed electron numbers in a finite basis are described by projectors of fixed rank, which form a closed and bounded set. The continuous energy attains its minimum there, that minimum is stationary, and it lies below $E_0$.

For the first BH solution, diagonalizing the $94\times94$ Hessian gives the lowest eigenvalues $-6.059$, $-6.059$ and $+10.484$ eV/rad$^2$. The two negative modes are equivalent: one empties $\pi_x$, the other $\pi_y$, and any mixture is as good. At $5^\circ=0.08727$ rad, equation~(\ref{mode}) predicts
\[
\tfrac12(-6.059)(0.08727)^2=-0.0231\ \text{eV},
\]
and the energy of the rotated determinant changes by $-0.0230$ eV.

\section{Why a positive gap does not protect}

In orbitals that diagonalize the occupied and virtual blocks of $F$, the first bracket of equation~(\ref{hess}) is the orbital-energy difference $\varepsilon_a-\varepsilon_i$. For the unstable mode this part contributes $+15.165$ eV/rad$^2$, twice a weighted mean difference of 7.58 eV. The mean exceeds the 7.0 eV gap, the smallest difference, so orbital pairs with larger differences also take part in the mode. The two-electron terms contribute $-21.224$ eV/rad$^2$, and the sum is $-6.059$.

The reason for the large negative term is plain when one occupied spin orbital $\phi_i$ turns into one virtual orbital $\phi_a$ of the same spin,
\[
\phi(\theta)=\cos\theta\,\phi_i+\sin\theta\,\phi_a,
\]
while the others stay fixed. An electron's Coulomb repulsion with itself cancels its exchange with itself. The energy is therefore that of the other electrons plus $\langle\phi|f|\phi\rangle$, where $f$ is the Fock operator without the field of $\phi_i$. Its elements are
\begin{align*}
f_{ii}&=F_{ii}-(ii|ii)+(ii|ii)=F_{ii},\\
f_{ai}&=F_{ai}-(ai|ii)+(ai|ii)=F_{ai}=0,\\
f_{aa}&=F_{aa}-(aa|ii)+(ai|ai).
\end{align*}
Hence
\begin{align}
E(\theta)-E_0&=\cos^2\theta\,f_{ii}+\sin^2\theta\,f_{aa}-f_{ii}\nonumber\\
&=(f_{aa}-f_{ii})\sin^2\theta=\tfrac12h\sin^2\theta,
\label{sine}\\
\tfrac12h&=F_{aa}-F_{ii}-(aa|ii)+(ai|ai).\nonumber
\end{align}
The curvature $h$ agrees with the diagonal element of equation~(\ref{hess}), as it must. A virtual orbital energy includes repulsion from the electron in $\phi_i$. If that same electron moves, the repulsion is absent. The gap overstates the cost by $(aa|ii)-(ai|ai)$. This is the mean repulsion energy of two electrons of equal spin in $\phi_i$ and $\phi_a$, so it is not negative, and it can exceed the gap.

Equation~(\ref{sine}) holds at every angle, so it turns a local curvature into a finite bound. If $h<0$, a $90^\circ$ rotation lowers the energy by $|h|/2$, and the minimum lies at least that far below the start. A singular-value decomposition of the spin-up part of the BH mode finds its dominant orbital pair, which carries 99.5\% of the squared length of $v$. Its curvature is $h=-5.738$ eV/rad$^2$, so a solution at least
\[
5.738/2=2.869\ \text{eV}
\]
lower must exist. The drop finally found is 3.355 eV; the other 0.486 eV comes from changes beyond this one rotation.

The full mode and the pair behave differently at large angles:
\begin{center}
\begin{tabular}{ccc}
angle & full mode (eV) & pair (eV)\\
$30^\circ$ & $-0.747$ & $-0.717$\\
$60^\circ$ & $-2.131$ & $-2.152$\\
$90^\circ$ & $-2.510$ & $-2.869$
\end{tabular}
\end{center}
The pair column is $-2.869\sin^2\theta$. The small admixtures in the full mode help near the start, where they make the curvature more negative, but at $90^\circ$ they cost 0.36 eV. An eigenvector is a local direction, and a long step along it needs a line search.

The sine law relies on the cancellation of self-interaction. An approximate Kohn--Sham functional generally lacks it, and its Hessian contains derivatives of the exchange--correlation potential. Equation~(\ref{mode}) still applies where the functional is smooth enough, but the bound $|h|/2$ does not carry over.

\section{Why the iteration stayed there}

A half turn about the bond axis changes the sign of each $\pi$ orbital and leaves each $\sigma$ orbital alone. Applied to the $\Sigma^-$ determinant, it changes at most the overall sign. Applied to the mode $\pi\to\sigma$, it turns $v$ into $-v$. Therefore $E(\theta v)=E(-\theta v)$, and the slope along $v$ vanishes by symmetry. The Fock matrix built from the symmetric density does not couple $\sigma$ to $\pi$. With a positive gap, filling its lowest orbitals returns the same determinant. In exact arithmetic no number of iterations leaves this solution, even if the electron numbers in the symmetry classes, which were fixed in the first run, are set free.

A small asymmetry changes this. Let $\Delta$ be the diagonal matrix of differences $\varepsilon_a-\varepsilon_i$. After a small rotation $\kappa$, the Fock matrix gains the elements $G_{ai}[\delta_1]$ in the original orbitals. First-order perturbation theory gives the orbitals of the next plain iteration:
\[
\kappa'_{ai}=-\frac{G_{ai}[\delta_1]}{\varepsilon_a-\varepsilon_i}.
\]
Differentiating the second-order energy gives $H\kappa=2(\Delta\kappa+G[\delta_1])$, where $G[\delta_1]$ now means the vector of its $ai$ elements. Eliminating it,
\begin{equation}
\kappa'=-\Delta^{-1}\big(\tfrac12H-\Delta\big)\kappa
=\big(1-\tfrac12\Delta^{-1}H\big)\kappa.
\label{plain}
\end{equation}
Because $\Delta$ is positive, the lowest eigenvalue of $\frac12\Delta^{-1}H$ is the minimum of $x^THx/(2x^T\Delta x)$ over all $x$. Inserting $x=v$ shows that it is at most
\[
-6.059/15.165=-0.400.
\]
Some asymmetry thus grows by a factor of at least 1.40 per plain iteration. An initial component of $10^{-8}$ in that direction would need up to about $\ln(10^8)/\ln1.40\approx55$ iterations to become large, by this linear estimate. A convergence criterion can stop the run long before. Equation~(\ref{plain}) does not describe damping, level shifts or extrapolation, which change the growth. Extrapolation that minimizes the gradient (DIIS) can even undo it: for BH it returns to the $\Sigma^-$ solution after a rotation of 0.2 rad along $v$.

\section{From the kick to a new solution}

After a rotation along $v$ has lowered the energy, an optimizer must not climb back. Near the saddle, a displacement $x$ along $v$ has gradient $\lambda x$. The ordinary Newton step $-\lambda x/\lambda=-x$ returns to the saddle. Dividing by the absolute eigenvalue gives
\[
-\lambda x/|\lambda|=+x\qquad(\lambda<0),
\]
which doubles the displacement.

The complete step is $z=-cB^{-1}g$. Here $B$ has the eigenvectors of $H$ and the eigenvalues $\max(|\lambda_k|,d)$ with a floor $d>0$, and $0<c\le1$ limits the length. Since $g=-Bz/c$,
\[
g^Tz=-z^TBz/c\le-d\,|z|^2,
\]
so the step points downhill. Let $L$ bound the second derivative of the energy along such rotations. Then a fraction $\alpha$ of the step gives
\[
E(\alpha z)\le E+\alpha g^Tz+\tfrac12L\alpha^2|z|^2.
\]
Accept the step if $E(\alpha z)\le E+\eta\alpha g^Tz$ with a fixed $0<\eta<1$, and otherwise halve $\alpha$. Acceptance is certain once
\[
\tfrac12L\alpha|z|^2\le(1-\eta)|g^Tz|,
\]
which holds for $\alpha\le2(1-\eta)d/L$. So $\alpha$ never falls below a fixed positive value. The factor $c$ is also bounded below, because $g$ is bounded on the set of determinants. If $M$ is the largest eigenvalue that $B$ can have, $|g^Tz|=c\,g^TB^{-1}g\ge c|g|^2/M$. Each step therefore lowers the energy by at least a fixed multiple of $|g|^2$. The energy is bounded below, so $g$ tends to zero. Every limit point is stationary and lies below the first solution. It may still be a saddle, so the Hessian is diagonalized again.

For BH, trial rotations along the mode at intervals of $5^\circ$ gave the lowest energy at $80^\circ$. With $d=0.02$ hartree and steps of at most 0.4 rad, four iterations from there reached the lower solution. Starting only $1^\circ$ from the saddle took ten iterations to the same energy. Near the saddle each step only about doubles the displacement, so a very small kick costs extra iterations.

A separate UHF calculation with three spin-up $\sigma$ electrons and one spin-up $\pi$ electron has the same energy, $-25.111702$ hartree. This identifies the new solution as the triplet $\Pi$ state. The expectation value of $S^2$, which is 2 for a pure triplet, falls from 2.32 to 2.00. If the excess at the start is all quintet, with $S^2=6$, its weight is $0.32/(6-2)=8\%$.

\section{A zero eigenvalue that is not a warning}

The lowest eigenvalue at the $\Pi$ solution is zero to numerical accuracy, and the next is $+7.135$ eV/rad$^2$. Turning all occupied orbitals together about the bond axis gives a different determinant of equal energy. Turning the $\pi$ orbital alone would raise the energy, because the other orbitals are slightly distorted by its uneven density around the axis. Every member of this family is stationary. Differentiating $g=0$ along the family gives $Hw=0$, where $w$ is the occupied--virtual part of the axial rotation. The computed zero mode coincides with $w$. The $\Sigma^-$ solution has no such mode, because its axial rotation mixes two occupied $\pi$ orbitals and leaves the determinant alone.

A zero eigenvalue without a symmetry to explain it is a different matter. Equation~(\ref{mode}) then says nothing, and higher orders decide. A symmetry zero mode should not be followed. A small rotation along it only turns the solution towards an equivalent one, and a long straight rotation can leave the family and raise the energy.

\section{What the error means for a precursor calculation}

If the $\Sigma^-$ solution is taken for the lowest triplet reactant, every reaction energy computed from it is too low by 3.355 eV, or 324 kJ/mol. If it is taken for a product, the reaction energy is too high by the same amount. At 500 K, for example, $k_BT$ is 0.043 eV, so the error is about 78 times the thermal energy.

Three approximations can be sized. Full configuration interaction in the same basis, with the two core electrons frozen, gives a $\Sigma^-$--$\Pi$ separation of 3.42 eV, which is 0.07 eV above the UHF value. The larger cc-pVTZ basis changes the UHF value by less than 0.01 eV and, as estimated by coupled-cluster theory with perturbative triples, lowers the correlated separation by about 0.03 eV. Diffuse functions (aug-cc-pVDZ) move the orbital gap from 7.0 to 6.9 eV and the negative curvature from $-6.06$ to $-6.08$ eV/rad$^2$. These comparisons hold the bond at 0.120 nm. Letting each state relax in UHF gives bond lengths of about 0.1275 nm for $\Sigma^-$ and 0.119 nm for $\Pi$, and a separation of 3.31 eV. The fixed length therefore suits the $\Pi$ state better.

The larger limitation is the spin state. The same configuration-interaction method places a singlet 1.27 eV below the triplet $\Pi$ state in cc-pVDZ; by the coupled-cluster estimate this grows by about 0.04 eV in cc-pVTZ. Rotations that preserve the electron number of each spin cannot reach it from four spin-up and two spin-down electrons. A real precursor fragment also has ligands or a surface next to it, which can reorder the states by amounts this model does not give. The 3.355 eV belongs to bare BH and is not a correction for other fragments.

\section{Choosing the settings}

Request the analysis after the orbital gradient has converged, since away from a stationary point a negative curvature does not by itself identify a saddle. Let the rotations break spatial symmetry. An analysis confined to symmetry-preserving rotations would exclude the $\pi\to\sigma$ modes and miss both negative eigenvalues here.

Check which rotations are included. The Hessian above covers real rotations within each spin. Complex orbitals and orbitals that mix spin-up with spin-down need further blocks, and a solution stable here can be unstable there. Other spin states need separate calculations with other electron numbers.

When an eigenvalue is negative, rotate by a visible angle, or choose the angle by a line search, and continue with an optimizer that enforces energy descent. Repeat the analysis on the result. When several modes are negative and not related by symmetry, try each, because they may lead to different minima. A solution with no negative eigenvalue and no unexplained zero is a local minimum for the included rotations, not necessarily the global one.

When the higher state is the one wanted, do not follow its negative modes, and keep the electron numbers in the symmetry classes fixed. Leaving the analysis off is not enough, because a run with free occupations can end in the lower state by itself. The $\Sigma^-$ determinant can serve as a model of an excited triplet. For BH at this bond length its UHF separation from the $\Pi$ state is within 0.1 eV of the configuration-interaction value, an agreement that need not carry over to other molecules. Its negative curvatures say that a lower determinant with the same electron numbers exists, and following them here replaces it by another state.
